\section*{LO-TO splitting of polar phonons in a monolayer}

\section{What dimensions and symmetry allow}

Take an insulating monolayer in vacuum, lying in the plane $z=0$, with cell area $A$. An in-plane optical mode moves ions of charge $\pm Z$ against each other with reduced mass $\mu$. Hartree atomic units are used, so the Coulomb energy of two unit charges is $1/r$ and a squared frequency has the dimension of charge$^2$/(mass $\times$ length$^3$).

A long wave of wavevector $\mathbf q$ produces a macroscopic field, which acts back on the ions. Its contribution to $\omega^2$ is quadratic in $Z$, inversely proportional to $\mu$, and proportional to the number of oscillators per area, $1/A$. One inverse length is missing. For a sheet of zero thickness the long-wave field can take it from $q=|\mathbf q|$, so the contribution must be a number times $Z^2q/(\mu A)$. In a bulk crystal the density is one per cell volume, no length is missing, and the contribution stays finite as $q\to0$.

If the electrons of the sheet are polarizable, their sheet polarizability $\alpha$ (dipole per area per field) is itself a length, and the form widens to
\begin{equation}
\omega_{LO}^2-\omega_{TO}^2=\frac{Z^2}{\mu A}\,q\,f(\alpha q).
\label{form}
\end{equation}
Symmetry adds two facts. With an axis of at least threefold order, $\alpha$ is isotropic in the plane and the polar mode is doubly degenerate at $\Gamma$. With a horizontal mirror plane, in-plane polar motion does not mix with out-of-plane dipoles. Both symmetries are assumed. The function $f$ has to be computed.

\section{Simplest case: two rigid ions per cell}

Let the displacements vary as $\mathbf u_{1,2}\,e^{i\mathbf q\cdot\mathbf r}$ and set $\mathbf w=\mathbf u_1-\mathbf u_2$. The polarization per area is $\mathbf P=Z\mathbf w/A$, and the sheet charge is
\begin{equation}
\rho=-\nabla\cdot\mathbf P=-i\mathbf q\cdot\mathbf P .
\end{equation}
The charge sits at $z=0$, so it contains all perpendicular wavevectors $k_z$ with equal weight. Poisson's equation gives each of them the factor $4\pi/(q^2+k_z^2)$, and the potential in the plane is their sum:
\begin{equation}
\phi=\rho\int_{-\infty}^{\infty}\frac{dk_z}{2\pi}\,\frac{4\pi}{q^2+k_z^2}
=\rho\,\frac{4\pi}{2\pi}\,\frac{\pi}{q}=\frac{2\pi}{q}\,\rho .
\label{kernel}
\end{equation}
The field follows from $\mathbf E=-i\mathbf q\phi$. The two factors $-i$ multiply to $-1$:
\begin{equation}
\mathbf E=-\frac{2\pi}{q}\,\mathbf q\,(\mathbf q\cdot\mathbf P)
=-2\pi q\,\hat{\mathbf q}\,(\hat{\mathbf q}\cdot\mathbf P).
\label{field}
\end{equation}
A transverse wave carries no charge and no field. A longitudinal wave has a field opposed to $\mathbf P$, which stiffens it.

With a spring constant $k$ between the sublattices,
\begin{align}
M_1\ddot{\mathbf u}_1&=-k\mathbf w+Z\mathbf E, &
M_2\ddot{\mathbf u}_2&=k\mathbf w-Z\mathbf E .
\end{align}
Dividing by the masses, subtracting, and using $1/\mu=1/M_1+1/M_2$ gives
\begin{equation}
\ddot{\mathbf w}=-\frac{k}{\mu}\mathbf w+\frac{Z}{\mu}\mathbf E .
\label{relative}
\end{equation}
The transverse mode has $\omega_{TO}^2=k/\mu$. For the longitudinal mode $E=-2\pi qZw/A$, so
\begin{equation}
\omega_{LO}^2=\omega_{TO}^2+\frac{2\pi Z^2}{\mu A}\,q .
\label{bare}
\end{equation}
Hence $f(0)=2\pi$.

\textit{Limit $q\to0$.} The splitting vanishes at $\Gamma$. At a given amplitude of $\mathbf P$, each half wave holds the same charge per length of wavefront, whatever the wavelength. These lines of charge move apart as the wavelength grows, and the field of a line falls as the inverse distance. In bulk the lines become planes, whose field does not weaken with distance. There the kernel $4\pi/q^2$ replaces $2\pi/q$, the field is $-4\pi\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P)$, and no power of $q$ is left to remove it.

\textit{Limit of large $q$.} Equation (\ref{bare}) grows without bound. The electrons change this.

\section{Adding the electrons}

Let the electrons follow the ions adiabatically. To second order, the energy per cell at a given macroscopic field is
\begin{equation}
W=\tfrac12 k w^2-Z\,\mathbf w\cdot\mathbf E-\tfrac12 A\alpha E^2 .
\label{energy}
\end{equation}
Here $Z$ is the Born charge and $\alpha$ the polarizability with clamped ions. Two derivatives give the force on $\mathbf w$ and the polarization:
\begin{align}
-\frac{\partial W}{\partial\mathbf w}&=-k\mathbf w+Z\mathbf E, &
\mathbf P=-\frac1A\frac{\partial W}{\partial\mathbf E}&=\frac{Z\mathbf w}{A}+\alpha\mathbf E .
\label{constitutive}
\end{align}
The same $Z$ appears in both because both come from one mixed term. The field is produced by the whole polarization, so the longitudinal part of (\ref{field}) becomes a condition on $E$:
\begin{equation}
E=-2\pi q\left(\frac{Zw}{A}+\alpha E\right)
\;\Rightarrow\;
E\,(1+2\pi\alpha q)=-2\pi q\,\frac{Zw}{A}.
\end{equation}
With $r_{\rm eff}=2\pi\alpha$,
\begin{equation}
E=-\frac{2\pi q}{1+r_{\rm eff}q}\,\frac{Zw}{A}.
\label{screened}
\end{equation}
Inserting this in (\ref{relative}) gives
\begin{equation}
\omega_{LO}^2-\omega_{TO}^2=\frac{2\pi S}{A}\,\frac{q}{1+r_{\rm eff}q},
\qquad S=\frac{Z^2}{\mu}.
\label{law}
\end{equation}
This has the form (\ref{form}) with $f(x)=2\pi/(1+2\pi x)$.

\textit{Limit $r_{\rm eff}q\ll1$.} Screening drops out and (\ref{bare}) returns, with the Born charge in place of the rigid charge.

\textit{Limit $r_{\rm eff}q\gg1$.} The field tends to $E=-Zw/(A\alpha)$, which is the condition $Zw/A+\alpha E=0$: the electronic polarization cancels the ionic one. The field then no longer depends on $q$, and the splitting of the squares saturates at $2\pi S/(Ar_{\rm eff})$.

\section{Any number of atoms}

For atoms $\kappa$ with masses $M_\kappa$ and Born tensors $Z^*_{\kappa,ab}$ (polarization index first), the ionic polarization is $P_a=A^{-1}\sum_{\kappa b}Z^*_{\kappa,ab}u_{\kappa b}$. Write $(\mathbf q\cdot Z^*_\kappa)_b=\sum_a q_aZ^*_{\kappa,ab}$. The steps that led to (\ref{screened}) give
\begin{equation}
E_a=-\frac{2\pi}{A}\,\frac{q_a}{q(1+r_{\rm eff}q)}
\sum_{\kappa'b}(\mathbf q\cdot Z^*_{\kappa'})_b\,u_{\kappa'b}.
\end{equation}
The force on atom $\kappa$ is $F_{\kappa a}=\sum_cE_cZ^*_{\kappa,ca}$. The force constant is minus the coefficient of $u_{\kappa'b}$, and division by $\sqrt{M_\kappa M_{\kappa'}}$ yields the long-range dipole term
\begin{equation}
D^{LR}_{\kappa a,\kappa'b}=\frac{2\pi}{A}\,
\frac{(\mathbf q\cdot Z^*_\kappa)_a(\mathbf q\cdot Z^*_{\kappa'})_b}
{\sqrt{M_\kappa M_{\kappa'}}\;q\,(1+r_{\rm eff}q)} .
\label{dlr}
\end{equation}

This matrix has the form of a vector times itself, so it stiffens one direction in the space of displacements. In a degenerate polar pair, choose the two eigenvectors so that one has no dipole along $\mathbf q$. That one is not shifted. For the other, with normalized eigenvector $e_{\kappa a}$, the shift of $\omega^2$ is (\ref{law}) with
\begin{equation}
S=\Bigl|\sum_{\kappa ab}\hat q_a Z^*_{\kappa,ab}\,e_{\kappa b}/\sqrt{M_\kappa}\Bigr|^2 .
\label{strength}
\end{equation}
This is the first-order shift. It is safe if the shifts (\ref{law}) of this pair and of every other in-plane polar pair are small compared with the differences of their squared frequencies, which is always so as $q\to0$. At finite $q$ it can fail for well separated modes. For two pairs with $\omega^2=6.8\times10^{-6}$ and $16.0\times10^{-6}$, $S=5.0\times10^{-4}$ and $0.31\times10^{-4}$, $A=30$ and $r_{\rm eff}=15$ (atomic units), the upper, weakly polar mode is shifted by 1.5 times (\ref{law}) at $q=0.05$ and by 2.3 times at $q=0.3$.

\textit{Rigid translation.} All $\mathbf u_\kappa$ are equal, and neutrality, $\sum_\kappa Z^*_\kappa=0$, makes the coupling vanish.

\textit{Two atoms.} With the centre of mass at rest, $u_1=\mu w/M_1$ and $u_2=-\mu w/M_2$. Normalization requires $M_1u_1^2+M_2u_2^2=\mu^2w^2(1/M_1+1/M_2)=\mu w^2=1$. The mode dipole is $Zw=Z/\sqrt\mu$, so $S=Z^2/\mu$ as before.

\section{From squares to frequencies, with numbers}

Let $\Delta$ be the right side of (\ref{law}), and neglect the ordinary dispersion of $\omega_{TO}$. Then
\begin{equation}
\omega_{LO}-\omega_{TO}=\frac{\Delta}{\omega_{LO}+\omega_{TO}}
\;\longrightarrow\; vq,\qquad v=\frac{\pi S}{A\,\omega_{TO}}\quad(q\to0).
\label{slope}
\end{equation}
The slope does not contain $r_{\rm eff}$. It is the same in all directions, so the LO surface has a conical point at $\Gamma$.

Take round model parameters: $A=30$ bohr$^2$, $Z=2.5$, masses 20 and 30 u, $\omega_{TO}=0.004$ hartree and $r_{\rm eff}=15$ bohr. The reduced mass is 12 u, or 21875 electron masses, and
\begin{align}
S&=\frac{2.5^2}{21875}=2.857\times10^{-4},\\
v&=\frac{\pi\,(2.857\times10^{-4})}{30\times0.004}=7.48\times10^{-3}\ \text{hartree bohr},\\
\frac{2\pi S}{Ar_{\rm eff}}&=\frac{2\pi\,(2.857\times10^{-4})}{30\times15}
=3.99\times10^{-6}\ \text{hartree}^2 .
\end{align}
On the plateau $\omega_{LO}=\sqrt{1.6\times10^{-5}+3.99\times10^{-6}}=0.00447$ hartree. The splitting is $4.7\times10^{-4}$ hartree, or 103 cm$^{-1}$. Equation (\ref{law}) gives the approach to it:
\begin{center}
\begin{tabular}{cccc}
$q$ (bohr$^{-1}$) & $r_{\rm eff}q$ & $\Delta$/plateau & $\omega_{LO}$ (hartree)\\
0.010 & 0.15 & 0.13 & 0.004065\\
0.067 & 1.00 & 0.50 & 0.004242\\
0.200 & 3.00 & 0.75 & 0.004358\\
0.300 & 4.50 & 0.82 & 0.004389
\end{tabular}
\end{center}
At $q=0.01$ bohr$^{-1}$ the splitting is $6.5\times10^{-5}$ hartree, while the straight line $vq$ gives $7.5\times10^{-5}$. The linear range is thus short, and it ends well before the crossover $q=1/r_{\rm eff}$, where $\Delta$ has half its plateau value. Saturation is slow, because the missing share is $1/(1+r_{\rm eff}q)$: at $q=0.3$ bohr$^{-1}$ it is still 18\%. The last rows already stretch the long-wave description. For a cell of 30 bohr$^2$ the zone boundary lies near $0.6$ bohr$^{-1}$, where (\ref{law}) would give only 90\% of the plateau. With these parameters the plateau is a limit of the formula that is not reached inside the zone.

There is also a lower bound on $q$. The electrostatic field assumes $q\gg\omega/c$, and here $\omega_{TO}/c=2.9\times10^{-5}$ bohr$^{-1}$. The limit $q\to0$ in (\ref{slope}) is meant within this electrostatic description.

\section{A layer of finite thickness}

A real layer has a thickness $d$, and the plateau needs large $q$. To estimate the effect, let the in-plane polarization, ionic and electronic, be spread uniformly over $0<z<d$. The uniform profile is a model assumption. For charge at height $z'$ and potential at height $z$, the integral in (\ref{kernel}) acquires a factor $e^{ik_z(z-z')}$ and becomes $(2\pi/q)e^{-q|z-z'|}$. The field averaged over the layer is therefore (\ref{field}) times
\begin{equation}
F=\frac1{d^2}\int_0^d\!\!\int_0^d e^{-q|z-z'|}\,dz\,dz'
=\frac{2}{d^2}\int_0^d(d-s)\,e^{-qs}\,ds ,
\end{equation}
where $2(d-s)$ is the measure of pairs at distance $s$. Integration by parts gives $d/q-(1-e^{-qd})/q^2$ for the last integral, so with $x=qd$
\begin{equation}
F=\frac{2(x-1+e^{-x})}{x^2}.
\end{equation}
In (\ref{law}) the factor $q/(1+r_{\rm eff}q)$ turns into $qF/(1+r_{\rm eff}qF)$.

\textit{Thin limit.} For $x\ll1$, $F\simeq1-x/3$, and the sheet result returns.

\textit{Thick limit.} For $x\gg1$, $qF\to2/d$, and the factor tends to $(2/d)/(1+2r_{\rm eff}/d)=1/(r_{\rm eff}+d/2)$.

For $d=3$ bohr and $q=0.2$ bohr$^{-1}$, $x=0.6$ and $F=0.827$. The bare field falls by 17\%, but $\Delta$ falls by 5\%, since $qF=0.1653$ enters numerator and denominator: $0.1653/(1+2.480)=0.0475$ against $0.2/4=0.05$. The model plateau is $15/16.5=0.91$ of the sheet value. If $r_{\rm eff}\gg d$, then $1/(r_{\rm eff}+d/2)$ is close to $1/r_{\rm eff}$, and within this continuum model the sheet plateau is a good description for $q\gg1/r_{\rm eff}$. The model itself needs $q$ well inside the Brillouin zone. For the cell above and $d=3$ bohr, $qd$ stays below about 2 up to the zone boundary, so the thick limit is not reached.

\section{The same law from point dipoles}

So far the field was macroscopic. A square lattice of point dipoles shows what happens to the local fields. Each site carries an ion of bare charge $Z_0$ and mass $M$, bound to a fixed countercharge by a spring $K$, and a polarizability $\alpha_0$. For dipoles $\mathbf p\,e^{i\mathbf q\cdot\mathbf R}$ the field of all others at the origin is $\mathbf E_{\rm loc}=T\mathbf p$, with
\begin{equation}
T_{ab}=\sum_{\mathbf R\ne0}e^{i\mathbf q\cdot\mathbf R}\,
\partial_a\partial_b\frac1R
=\sum_{\mathbf R\ne0}e^{i\mathbf q\cdot\mathbf R}\,
\frac{3R_aR_b-R^2\delta_{ab}}{R^5}.
\end{equation}

\textit{Small $q$.} Split $1/r=\mathrm{erfc}(\eta r)/r+\mathrm{erf}(\eta r)/r$ with any $\eta>0$. The first part decays like a Gaussian, so its sum is analytic in $\mathbf q$. The second part is smooth at the origin. Its sum is extended to all $\mathbf R$, and the added $\mathbf R=0$ term, a constant, is subtracted again. The potential $\mathrm{erf}(\eta r)/r$ belongs to a Gaussian charge, so its transform in the plane is
\begin{equation}
I(s)=2\int_{-\infty}^{\infty}dk_z\,\frac{e^{-s(k^2+k_z^2)}}{k^2+k_z^2},
\qquad s=\frac1{4\eta^2}.
\end{equation}
From $I(0)=2\pi/k$ and $I'(s)=-2\sqrt{\pi/s}\,e^{-sk^2}$, integration with $t=y^2/k^2$ gives
\begin{equation}
I=\frac{2\pi}{k}-\frac{4\sqrt\pi}{k}\int_0^{k\sqrt s}e^{-y^2}dy
=\frac{2\pi}{k}\,\mathrm{erfc}\frac{k}{2\eta}.
\end{equation}
Poisson summation turns the lattice sum into $-A^{-1}\sum_{\mathbf G}k_ak_bI$ with $\mathbf k=\mathbf q+\mathbf G$. Terms with $\mathbf G\ne0$ are analytic at $\mathbf q=0$. In the term $\mathbf G=0$, write $\mathrm{erfc}=1-\mathrm{erf}$; since $\mathrm{erf}$ is odd, $\mathrm{erf}(q/2\eta)/q$ is a series in $q^2$ and also analytic. What remains is
\begin{equation}
T_{ab}=c\,\delta_{ab}-\frac{2\pi}{A}\frac{q_aq_b}{q}+O(q^2),
\qquad c=\frac12\sum_{\mathbf R\ne0}\frac1{R^3}.
\label{tensor}
\end{equation}
Fourfold symmetry makes the constant isotropic, and the trace fixes it. Inversion forbids an analytic linear term.

\textit{Modes.} From $p=Z_0u+\alpha_0E_{\rm loc}$ and $E_{\rm loc}=Tp$ follows $E_{\rm loc}=TZ_0u/(1-\alpha_0T)$ for each polarization, so $M\omega^2=K-Z_0^2T/(1-\alpha_0T)$. Subtracting transverse from longitudinal and using a common denominator,
\begin{equation}
\omega_{LO}^2-\omega_{TO}^2=\frac{Z_0^2}{M}\,
\frac{T_T-T_L}{(1-\alpha_0T_T)(1-\alpha_0T_L)} .
\end{equation}
To the order of (\ref{tensor}), $T_T=c$ and $T_L=c-2\pi q/A$. Then $1-\alpha_0T_L=(1-\alpha_0c)(1+2\pi\alpha q)$, and the result is (\ref{law}) with
\begin{equation}
Z=\frac{Z_0}{1-\alpha_0c},\qquad
\alpha=\frac{\alpha_0/A}{1-\alpha_0c},\qquad S=\frac{Z^2}{M}.
\end{equation}
These are the macroscopic constants: putting $E_{\rm loc}=E+cp$ into the equation for $p$ gives $p=(Z_0u+\alpha_0E)/(1-\alpha_0c)$.

\textit{Numbers.} With the lattice constant as unit of length, $c=4.517$. The electrons are stable only if $1-\alpha_0T$ stays positive at every $\mathbf q$. The largest $T$ is 5.099, at $\mathbf q=(\pi,0)$ for dipoles along $y$, so $\alpha_0$ must be below 0.196. The choice $\alpha_0=0.85/c=0.188$ satisfies this and gives $Z/Z_0=6.67$ and $r_{\rm eff}=7.88$. The spring constant $K$ drops out of the splitting and is taken large enough to keep all modes stable. The sum $T$ was evaluated directly in real space with a smooth window $e^{-(R/1000)^4}$. The remainder $T_L-c+2\pi q$ along an axis is $0.00133$ at $q=0.04$ and $0.00530$ at $q=0.08$, a factor 4.00, as an $O(q^2)$ term requires. The ratio of the lattice splitting of $\omega^2$ to (\ref{law}) is:
\begin{center}
\begin{tabular}{ccccc}
$q$ & along axis & at $26.6^\circ$ & at $45^\circ$ & axis, unscreened law\\
0.04 & 0.9972 & 0.9906 & 0.9869 & 0.76\\
0.08 & 0.9965 & 0.9823 & 0.9742 & 0.61\\
0.16 & 0.9990 & 0.9649 & 0.9457 & 0.44
\end{tabular}
\end{center}
Without the factor $1+r_{\rm eff}q$ the law is too large by more than a factor of two at $q=0.16$. With it, the deviations in the table stay below 6\%. They depend on direction, which the $O(q^2)$ part of $T$ permits, since fourfold symmetry does not make that part isotropic. The table ends at 56\% of the plateau, and beyond it the deviations grow fast: the ratio is 1.04 along the axis and 0.76 along the diagonal at $q=0.5$, and 1.32 and 0.38 at $q=1.2$. At $q=0.5$ most of this comes from the TO branch, whose $q^2$ shift grows relative to (\ref{law}) as $q(1+r_{\rm eff}q)$; the LO branch measured from its value at $\Gamma$ follows (\ref{law}) within 3\% there. The lattice confirms the bend of the splitting, not its plateau.

This part also sets the reach of (\ref{law}). Compared with $2\pi q/A$, a term in $q^2$ is a correction of relative order $q$ times a lattice length, the same power of $q$ as the first screening correction $r_{\rm eff}q$. In a general crystal, short-range dispersion and the finite thickness of the layer also shift the squared frequencies at order $q^2$. The linear term is therefore the firm result at small $q$. The bend towards a plateau can be assigned to screening when $r_{\rm eff}$ is much longer than the lattice lengths and the $q^2$ term from short-range dispersion is small compared with the screening term $2\pi Sr_{\rm eff}q^2/A$. The second condition can fail for a weakly polar mode. Both conditions concern $q$ up to about $1/r_{\rm eff}$; further out the $q^2$ terms keep growing while (\ref{law}) saturates, so a flat plateau need not appear.
